Rohrlich–Carlson functions for electron and positron collision stopping power

**1. Two numbers and the formula behind them**

In a medium with 10²⁰ electrons per cm³ and a mean excitation energy of 100 eV, a 1 MeV electron loses 543.6 eV/cm in collisions and a positron of the same energy 532.0 eV/cm, which is 2.1% less. At 10 keV the order is reversed: the positron loses 10.7% more. Distant collisions do not depend on the sign of the charge at the order used here, so the difference must come from close collisions with single electrons.

Let T = τmc² be the kinetic energy, γ = τ+1, β = v/c, n the electron density and I the mean excitation energy. The mean energy loss per path length is

S± = K [ln(T/I)² + ln(1+τ/2) + F±(τ)],  K = 2πr_e²mc²n/β²,

F⁻ = (1−β²)[1 + τ²/8 − (2τ+1) ln 2],

F⁺ = 2 ln 2 − (β²/12)[23 + 14/(τ+2) + 10/(τ+2)² + 4/(τ+2)³].

The superscript is the sign of the projectile's charge, and r_e = e²/mc² in Gaussian units. The functions F± are the Rohrlich–Carlson functions.

The result holds at lowest order in the coupling, for T and v large compared with atomic energies and velocities, in a dilute medium. Bremsstrahlung and annihilation in flight are not included. The Møller and Bhabha cross sections grow as 1/W² at small energy transfer W, where binding matters, so their integrals alone cannot give F±. The loss is therefore divided at a cut W_c, large compared with binding energies and small compared with T, mc² and mv².

**2. Losses below the cut**

*Distant collisions.* In Lorenz gauge a charge e in uniform motion has, for wave vector q and frequency ω = q·v, the potentials φ = 4πe/(q²−ω²/c²) and A = vφ/c. Its field E = −iqφ + iωA/c is

E_q = −4πie (q − ωv/c²)/(q² − ω²/c²).

The time transform E(b,ω) = ∫dt e^{iωt}E(b,t) at impact parameter b fixes the component of q along v at ω/v and gives a factor 1/v. With x = q⊥² and a = ω/(γv), the denominator is x + ω²/v² − ω²/c² = x + a². The longitudinal component of the numerator is (ω/v)(1−β²) = a/γ, so its square is x + a²/γ². Parseval's theorem, with d²q⊥ = π dx, gives

∫d²b |E(b,ω)|² = (4πe²/v²) J,  J = ∫₀^X dx (x + a²/γ²)/(x + a²)².

Since a²/γ² = a² − β²a², the numerator is (x+a²) − β²a², and

J = ln[(X+a²)/a²] − β²[1 − a²/(X+a²)] → ln(X/a²) − β²  for X ≫ a².

The field is nearly uniform over the atom if X is small on the atomic scale. First-order perturbation theory then excites level n, at energy E_n = ħω_n, with probability (e²/ħ²)|d_n·E(b,ω_n)|², where d_n is the matrix element of Σr_j. Averaging over orientations gives a factor 1/3. With f_n = 2mE_n|d_n|²/(3ħ²), the mean energy given to the atom is

Σ E_nP_n = (e²/2m) Σ f_n |E(b,ω_n)|².

*Sum rule.* Let ρ = Σ_j exp(iq·r_j) and Q = ħ²q²/2m. Only the kinetic energy fails to commute with ρ, and each electron contributes ħ²q²/m to [ρ†,[H,ρ]]. The ground-state average of this double commutator is 2ΣE_n|ρ_n0|² for an atom without preferred direction. Hence, for Z electrons,

Σ E_n|ρ_n0|² = ZQ.

For small q, ρ_n0 → iq·d_n, and the rule becomes Σf_n = Z. The mean excitation energy is defined by Z ln I = Σf_n ln E_n.

With Q₁ = ħ²X/2m one has X/a² = 2mv²γ²Q₁/E_n². Multiplying by the density of atoms and using 2πe⁴n/(mv²) = K, the distant loss is

K [ln(2mv²γ²Q₁/I²) − β²].

*From Q₁ to W_c.* Here the Coulomb interaction dominates: x ≫ a² reduces the integrand of J to 1/x, and magnetic coupling to the struck electron is small because its speed stays far below c. The Rutherford cross section of a free electron, (2πe⁴/mv²)dQ/Q², is multiplied by |ρ_n0|² for the atom. The sum rule turns the energy-weighted sum into (2πe⁴/mv²)Z dQ/Q, so this region adds K ln(W_c/Q₁). The arbitrary Q₁ cancels:

L_soft = ln(2mc²β²γ²W_c/I²) − β².

One point needs care: the upper limit was imposed on Q, whereas the cut refers to W. For W_c far above binding the two nearly coincide, because the strength concentrates near W = Q. An oscillator atom of level spacing ħω shows how well this works for a nonrelativistic projectile. With λ = Q/ħω its strengths are f_n(Q) = e^{−λ}λ^{n−1}/(n−1)!. Integrating f_n dQ/Q from Q = E_n²/(2mv²) upward gives −0.5772 − ln(ħω/2mv²) for n = 1 and nearly 1/(n−1) for each higher n. Summing to n = N reproduces ln(2mv²Nħω/(ħω)²) up to about −1/(2N). For N = 400 and ħω/2mv² = 10⁻⁶ the computed sum is 19.8057 and the logarithm 19.8070, a difference of the expected size. So small a ratio isolates the effect of the cut, but since 2mv² < 2mc² ≈ 1 MeV it corresponds to ħω below 1 eV. For atomic spacings the ratio is nearer 10⁻³, and a further term of about −3ħω/(2mv²) appears: for a ratio 10⁻³ and N = 40 the sum lies 0.016 below the logarithm.

**3. The Møller cross section**

From here to the end of section 4, m = c = ħ = 1, e² = 4πα, r_e = α and the metric is (+,−,−,−). The projectile p₁ strikes p₂ at rest; p₃ and p₄ leave. Define s = (p₁+p₂)², t = (p₂−p₄)², u = (p₁−p₄)², with s+t+u = 4. Exchange of identical fermions gives a relative minus sign:

M = e²[(ū₃γ^μu₁)(ū₄γ_μu₂)/t − (ū₄γ^μu₁)(ū₃γ_μu₂)/u].

Spin sums replace uū by p̸+1, and averaging over initial spins gives 1/4. Let P = p₁·p₂ = (s−2)/2 and R = p₁·p₄ = (2−u)/2.

*Direct term.* Each current gives

Tr[(b̸+1)γ^μ(a̸+1)γ^ν] = 4[a^μb^ν + a^νb^μ + (1−a·b)g^{μν}],

with 1−a·b = t/2 for both currents. Their contraction is

16[2P² + 2R² + 2t(1−t/2) + t²] = 32[P² + R² + t].

The direct part of ⟨|M|²⟩/e⁴ is thus 8(P²+R²+t)/t². The exchange part follows by t↔u.

*Interference.* This part is −(1/2)Y/(tu), with

Y = Tr[(p̸₃+1)γ^μ(p̸₁+1)γ^ν(p̸₄+1)γ_μ(p̸₂+1)γ_ν].

The contractions needed are γ^μa̸γ_μ = −2a̸, γ^μa̸b̸γ_μ = 4a·b and γ^μa̸b̸c̸γ_μ = −2c̸b̸a̸. Four slashed momenta give −32(p₁·p₂)(p₃·p₄) = −32P². Each of the six pairs gives 16 times its scalar product, and the term without momenta gives −32. The six products add to

2P + (2−t) + (2−u) = 2P + s = 4P + 2.

Therefore Y = −32P² + 64P + 32 − 32 = −32P(P−2). Writing ⟨|M|²⟩ = 4e⁴B,

B = 2(P²+R²+t)/t² + [the same with t↔u] + 4P(P−2)/(tu).

*Laboratory variables.* Let W be the kinetic energy of p₄ and W′ = τ−W that of p₃. Then

s = 2(γ+1), t = −2W, u = −2W′, P = γ, R = γ−W.

The direct term becomes

[γ² + (γ−W)² − 2W]/(2W²) = γ²/W² − (γ+1)/W + 1/2.

The exchange term has W′ in place of W, and the interference is γ(γ−2)/(WW′). Because 1/W+1/W′ = τ/(WW′) and (γ+1)τ = γ²−1, the terms in 1/(WW′) combine to −(γ²−1)+γ²−2γ = −(2γ−1). Thus

B = γ²(1/W² + 1/W′²) + 1 − (2γ−1)/(WW′).

In the centre-of-mass frame dσ/dΩ = ⟨|M|²⟩/(64π²s). With momentum k, k² = (s−4)/4 and dΩ = π d|t|/k², so dσ/d|t| = ⟨|M|²⟩/[16πs(s−4)]. Here s(s−4) = 4(γ²−1) and d|t| = 2dW, which gives dσ/dW = 2πα²B/(γ²−1). Since γ²−1 = β²γ²,

dσ/dW = (2πr_e²/β²)[1/W² + 1/W′² + 1/γ² − (2γ−1)/(γ²WW′)].

**4. The Bhabha cross section**

For a positron with incoming momentum k₁ and outgoing momentum k₃, replace p₁ by −k₃ and p₃ by −k₁. The two positron spin sums k̸−1 = −(−k̸+1) bring two minus signs, which cancel. The replacement exchanges s and u and leaves t alone, so P becomes (u−2)/2 = W−γ and R becomes (2−s)/2 = −γ. The direct term is unchanged.

With y = 1/(γ+1) = 1/(τ+2), the former exchange term describes annihilation into a virtual photon:

[(γ−W)² + (1+W)² + 2(γ+1)]/[2(γ+1)²]
= 1/2 + y² − (γ−1)y²W + y²W².

The interference is

4(γ−W)(γ+2−W)/[−4W(γ+1)] = −yγ(γ+2)/W + 2 − yW.

In the sum, γ(γ+2) = (γ+1)²−1 makes the coefficient of −1/W equal to 2/y − y. The coefficient of −W is (γ−1)y²+y = 2γy². Hence

B = γ²/W² − (2−y²)/(yW) + 3 + y² − 2γy²W + y²W².

Now set W = ετ and take out γ²/W². The relations τ/y = β²γ², τy = 1−2y and γy = 1−y give

dσ/dW = [2πr_e²/(β²W²)] [1 − β²(B₁ε − B₂ε² + B₃ε³ − B₄ε⁴)],

B₁ = 2 − y²,
B₂ = (1−2y)(3+y²) = 3 − 6y + y² − 2y³,
B₃ = (1−2y)²(2−2y) = 2 − 10y + 16y² − 8y³,
B₄ = (1−2y)³ = 1 − 6y + 12y² − 8y³.

Direct sums over Dirac spinors agree with each part of both squared amplitudes to 4·10⁻¹⁴, relative to the largest part.

**5. Integration above the cut**

The two outgoing electrons of a Møller collision are identical. Calling the faster one the projectile counts each final state once and limits the loss to T/2. A positron remains distinguishable from the struck electron and can lose all of T. With ε_c = W_c/T, multiplying dσ by W and integrating gives K times

L_hard⁻ = ∫_{ε_c}^{1/2} dε [1/ε + ε/(1−ε)² + τ²ε/γ² − (2τ+1)/(γ²(1−ε))],

L_hard⁺ = ∫_{ε_c}^{1} dε [1/ε − β²(B₁ − B₂ε + B₃ε² − B₄ε³)].

Since ε/(1−ε)² = 1/(1−ε)² − 1/(1−ε), the antiderivatives are

G⁻ = ln ε + 1/(1−ε) + ln(1−ε) + τ²ε²/(2γ²) + (2τ+1) ln(1−ε)/γ²,

G⁺ = ln ε − β²(B₁ε − B₂ε²/2 + B₃ε³/3 − B₄ε⁴/4).

For ε_c → 0, G⁻(ε_c) → ln ε_c + 1 and G⁺(ε_c) → ln ε_c, so

L_hard⁻ = −ln ε_c − 2 ln 2 + 1 + [τ²/8 − (2τ+1) ln 2]/γ²,

L_hard⁺ = −ln ε_c − β²(B₁ − B₂/2 + B₃/3 − B₄/4).

*Joining the parts.* With β²γ² = τ(τ+2) and mc²τ = T, the argument of the soft logarithm is

2T²(τ+2)ε_c/I² = 4(T/I)²(1+τ/2)ε_c.

Consequently

L_soft = ln(T/I)² + ln(1+τ/2) + 2 ln 2 + ln ε_c − β².

The cut cancels in both sums. For electrons 2 ln 2 cancels too, and 1−β² = 1/γ² leaves F⁻ as stated. For positrons

F⁺ = 2 ln 2 − β²(1 + B₁ − B₂/2 + B₃/3 − B₄/4).

In powers of y the bracket has the coefficients

y⁰: 1 + 2 − 3/2 + 2/3 − 1/4 = 23/12,
y¹: 3 − 10/3 + 3/2 = 14/12,
y²: −1 − 1/2 + 16/3 − 3 = 10/12,
y³: 1 − 8/3 + 2 = 4/12,

which is the stated F⁺. Numerical integration of the spinor sums reproduces both functions to better than 10⁻¹⁴ in F at the four energies tried.

**6. The 1 MeV case**

Here τ = 1.95695, γ = 2.95695, β² = 0.88563 and K = 28.788 eV/cm. The two natural logarithms shared by S⁻ and S⁺ are 18.4207 and 0.6823. With F⁻ = −0.2204 and F⁺ = −0.6242,

S⁻ = 28.788 × (18.4207 + 0.6823 − 0.2204) = 543.6 eV/cm,
S⁺ = 28.788 × (18.4207 + 0.6823 − 0.6242) = 532.0 eV/cm.

The difference F⁺−F⁻ = −0.404 has three sources. The longer range of the positron's 1/ε term adds ln 2 = 0.693. The remaining Bhabha terms contribute −1.125. The corresponding Møller terms, 1 − ln 2 + τ²/(8γ²) − (2τ+1) ln 2/γ² = 0.307 + 0.055 − 0.390 = −0.028, are subtracted. The positron can lose more in one collision, but its cross section for large transfers is reduced by more than this gains. At first order in ε the direct term changes the factor multiplying 1/W² by −β²ε = −0.886ε for both particles alike. The interference term separates them: it adds −0.829ε for the positron and (γ−2)ε/γ = +0.324ε for the electron.

**7. Limits and the crossing**

As τ → 0, F⁻ → 1−ln 2 = 0.307 and F⁺ → 2 ln 2 = 1.386. The difference is 3 ln 2−1: ln 2 from the longer range, and 2 ln 2−1 because exchange and interference change the Møller integral by (1−ln 2)−ln 2. This is a limit of the functions; the stopping formula itself fails once v approaches atomic velocities.

As τ → ∞, F⁻ → 1/8 and F⁺ → 2 ln 2−23/12 = −0.530. The factors multiplying 1/W² then become

Møller: 1 + ε²/(1−ε)² + ε²,
Bhabha: 1 − 2ε + 3ε² − 2ε³ + ε⁴ = (1−ε+ε²)².

For 0 < ε < 1 the first exceeds 1 and the second lies below 1. This outweighs the longer range of the positron, which adds ln 2: the remaining Bhabha terms give −11/12 and the remaining Møller terms 1 − ln 2 + 1/8, so F⁺−F⁻ → ln 2 − 11/12 − (9/8 − ln 2) = −0.655.

The two functions cross at T = 0.338 MeV, the one crossing found between τ = 10⁻⁵ and 10⁵. The crossing energy does not depend on I or n, since both enter S⁺ and S⁻ alike. Neither function is monotonic. F⁻ is negative wherever (2τ+1) ln 2 exceeds 1+τ²/8, and F⁺ passes through a minimum of about −0.66 near 2 MeV, below its high-energy limit. For I = 100 eV the positron deficit is 2.1% at 1 MeV, 2.5% at 10 MeV and 2.0% at 100 MeV. It shrinks at the end because F⁺−F⁻ approaches a constant while the logarithms shared by S⁺ and S⁻ keep growing.

**8. Use in calculations**

Compute 1−β² as 1/(τ+1)²; subtracting β² from 1 loses digits at high energy. T and I must be in the same unit.

If collisions above W_c are simulated one by one, the continuous loss must contain the rest and nothing more. It is

S±(W<W_c) = K [L± − G±(ε_max) + G±(ε_c)],

where L± is the full bracket of section 1 and ε_max is 1/2 for electrons and 1 for positrons. Using L_soft instead leaves an error of first order in ε_c. Its linear part is (2τ+1)ε_c/γ² for electrons and β²B₁ε_c for positrons. At high energy the electron coefficient falls as 2/γ while the next term tends to −ε_c², so the linear estimate for electrons holds only for W_c small compared with mc². At 1 MeV with W_c = 10 keV, L_soft = 14.9985 and the hard integrals are 3.8897 and 3.4974. The sums exceed L± by 0.0056 and 0.0171; the linear estimates are 0.0056 and 0.0171 as well. Relative to the full brackets these are errors of 0.03% and 0.09%.

Three omissions limit the formula. Near atomic velocities, inner electrons no longer respond as assumed, and shell corrections are needed. The next order in the projectile's charge contains terms that change sign with it, so it also separates electrons from positrons. At high energy the medium screens the distant field. With the plasma frequency ω_p² = 4πne²/m, the static dielectric constant of a dilute insulator is ε(0) = 1 + (ħω_p/E₀)², where 1/E₀² = Σf_n/(Z E_n²). Screening sets in when β²ε(0) exceeds 1, that is, when βγħω_p exceeds E₀. This energy is fixed by the static polarizability and never exceeds I: it is about 0.4 I for neon and 0.2 I for argon, and in a conductor there is no threshold at all. The correction is the same for both signs of the charge. All values above come from the formula without this density correction. For n = 10²⁰ cm⁻³, γħω_p is 1.1 eV at 1 MeV and 73 eV at 100 MeV, so with I = 100 eV the first case lies far below the threshold and the second, in a real gas, already above it. For n = 3·10²³ cm⁻³, typical of water or a polymer, γħω_p is already 60 eV at 1 MeV; silicon and aluminium have n = 7–8·10²³ cm⁻³ and copper about 2.5·10²⁴ cm⁻³. In a dense medium the correction should therefore be expected at MeV energies. The remaining figures are in the numerical output.

Computed results

```
electron rest energy = 0.510999 MeV
classical electron radius = 2.817940e-13 cm
kinetic energy T = 1.000 MeV
mean excitation energy I = 100.0 eV
electron density n = 1.000e+20 cm^-3
cut W_c = 10.0 keV
tau = 1.956951, gamma = 2.956951, beta^2 = 0.885630
prefactor 2 pi r_e^2 m c^2 n/beta^2 = 28.78797 eV/cm
ln(T/I)^2 = 18.420681
ln(1+tau/2) = 0.682327
F electron = -0.220431
F positron = -0.624183
stopping number electron = 18.882577
stopping number positron = 18.478825
soft part below W_c = 14.998501
hard part electron, W_c to T/2 = 3.889651
hard part positron, W_c to T = 3.497403
soft+hard electron = 18.888152
soft+hard positron = 18.495904
finite-cut excess electron = 0.005576, linear 0.005620
finite-cut excess positron = 0.017080, linear 0.017147
stopping power electron = 543.591 eV/cm
stopping power positron = 531.968 eV/cm
T (MeV), F electron, F positron, (S+ - S-)/S- in percent:
     0.01  0.26913  1.28215  10.675
     0.10  0.02822  0.58914  4.025
     1.00  -0.22043  -0.62418  -2.138
    10.00  0.04975  -0.58162  -2.480
   100.00  0.11673  -0.53625  -2.019
equal stopping: tau = 0.66049, T = 0.33751 MeV, F = -0.20102
low-energy limits: F- = 0.30685, F+ = 1.38629
high-energy limits: F- = 0.12500, F+ = -0.53037
largest relative amplitude error = 3.6e-14
largest error of F from spinor sums = 6.1e-15
field test, gamma 1.05 to 3.0: numerical change = 1.30398, formula = 1.30373
oscillator atom, 400 levels: sum = 19.80572, logarithm = 19.80698
```
